# Fourth-order finite differences in k space for Wannier centres, spreads and positions: verification in Python

```python
"""Higher-order finite differences in k space for Wannier functions.

Result under test: if sum_b w_b b b^T = 1, then the vectors n*b (n = 1..K) with
weights c_n*w_b, sum_n c_n n^2 = 1 and sum_n c_n n^(2p) = 0 for p = 2..K, give
Wannier centres, spreads and position matrix elements with error O(N^(-2K))
on an N x N x N mesh, for a fixed smooth gauge.  K = 2 is the fourth-order rule.

Symbols: lattice rows a_i (bohr); tau orbital positions; C(k) smooth Bloch
coefficients, periodic in k; M(k,b) = <u_k|u_(k+b)>; w Wannier functions.
The reference values are direct real-space sums over the Wannier functions.
"""
import numpy as np

lattice = np.array([[6.0, 0.0, 0.0], [1.0, 7.0, 0.0], [1.5, 1.0, 6.5]])
recip = 2 * np.pi * np.linalg.inv(lattice).T
frac = np.array([[.1, .1, .1], [.6, .5, .4], [.3, .6, .8], [.8, .2, .7]])
tau = frac @ lattice
onsite = np.array([-0.5, -0.4, 0.4, 0.5])      # hartree
hop0, hop_range, hop_phase = 0.5, 3.0, 0.3     # hartree, bohr, radian
trial = [0, 1]                                 # orbitals used for projection
cell = np.array([-1, 0, 0])                    # R in <0,1|r|R,2>
base_shifts = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                        [1, 1, 0], [1, 0, 1], [0, 1, 1]])


def multiple_weights(K):
    c = []
    for n in range(1, K + 1):
        others = [m for m in range(1, K + 1) if m != n]
        c.append(np.prod([m * m / (m * m - n * n) for m in others]) / n**2)
    return np.array(c)


def base_stencil(N):
    """Integer shifts, vectors and weights of the twelve base vectors."""
    g = lattice @ lattice.T
    w = [2 * g[i, i] - g[i].sum() for i in range(3)]
    w += [g[0, 1], g[0, 2], g[1, 2]]
    w = np.array(w) * N**2 / (8 * np.pi**2)
    shifts = np.vstack([base_shifts, -base_shifts])
    return shifts, shifts @ recip / N, np.concatenate([w, w])


def smooth_bloch(N):
    """Projection gauge for the two lower bands; also gap and overlap minimum."""
    idx = np.stack(np.meshgrid(*[np.arange(N)] * 3, indexing="ij"), -1)
    k = idx.reshape(-1, 3) / N
    cells = np.array([[i, j, l] for i in (-1, 0, 1)
                      for j in (-1, 0, 1) for l in (-1, 0, 1)])
    hops = np.zeros((len(cells), 4, 4), complex)
    for c, R in enumerate(cells):
        for i in range(4):
            for j in range(4):
                if i == j and not R.any():
                    hops[c, i, j] = onsite[i]
                    continue
                d = np.linalg.norm(R @ lattice + tau[j] - tau[i])
                hops[c, i, j] = (-hop0 * np.exp(-(d / hop_range)**2)
                                 * np.exp(1j * hop_phase * np.sign(j - i)))
    H = (np.exp(2j * np.pi * k @ cells.T) @ hops.reshape(-1, 16))
    H = H.reshape(-1, 4, 4)
    assert np.abs(H - H.conj().swapaxes(1, 2)).max() < 1e-12
    E, V = np.linalg.eigh(H)
    V = V[:, :, :2]
    projected = V @ V[:, trial, :].conj().swapaxes(1, 2)
    s, U = np.linalg.eigh(projected[:, trial, :])
    inv_root = (U / np.sqrt(s)[:, None, :]) @ U.conj().swapaxes(1, 2)
    C = (projected @ inv_root).reshape(N, N, N, 4, 2)
    return C, E[:, 2].min() - E[:, 1].max(), s.min()


def diagonal_averages(M, B):
    """k averages of Im ln M_nn and of the spread bracket; largest phase."""
    d = M[..., [0, 1], [0, 1]]
    offset = tau[trial] @ B
    residual = np.angle(d * np.exp(1j * offset))
    phi = residual - offset
    bracket = 1 - np.abs(d)**2 + phi**2
    return (phi.mean((0, 1, 2)), bracket.mean((0, 1, 2)),
            np.abs(residual).max())


def mesh_sums(N, C):
    """Finite-difference sums, kept separately for multiples n = 1, 2, 3."""
    shifts, bs, ws = base_stencil(N)
    out = {"centre": np.zeros((3, 2, 3)), "r2": np.zeros((3, 2)),
           "pos": np.zeros((3, 3), complex), "mid": np.zeros((3, 3), complex),
           "rev": np.zeros((3, 3), complex),
           "centre_prod": np.zeros((2, 3)), "r2_prod": np.zeros(2)}
    idx = np.stack(np.meshgrid(*[np.arange(N)] * 3, indexing="ij"), -1)
    wave = np.exp(-2j * np.pi * (idx @ cell) / N)
    Cdag = C.conj().swapaxes(-1, -2)
    largest = 0.0
    for s, b, w in zip(shifts, bs, ws):
        for n in (1, 2, 3):
            B = n * b
            nxt = np.roll(C, tuple(-n * s), axis=(0, 1, 2))
            M = Cdag @ (np.exp(-1j * tau @ B)[:, None] * nxt)
            phi, bracket, top = diagonal_averages(M, B)
            largest = max(largest, top)
            out["centre"][n - 1] -= w * phi[:, None] * B
            out["r2"][n - 1] += w * bracket
            element = (wave * M[..., 0, 1]).mean()
            reverse = (wave.conj() * M[..., 1, 0]).mean()
            half = np.exp(-0.5j * B @ (cell @ lattice))
            out["pos"][n - 1] += 1j * w * B * element
            out["mid"][n - 1] += 1j * w * B * element * half
            out["rev"][n - 1] += 1j * w * B * reverse * half.conj()
            if n == 1:
                MM = M @ np.roll(M, tuple(-s), axis=(0, 1, 2))
                phi, bracket, _ = diagonal_averages(MM, 2 * b)
                out["centre_prod"] -= w * phi[:, None] * 2 * b
                out["r2_prod"] += w * bracket
    out["largest"] = largest
    return out


def combine(sums, key, K):
    return np.tensordot(multiple_weights(K), sums[key][:K], 1)


def spread(sums, K):
    return combine(sums, "r2", K) - (combine(sums, "centre", K)**2).sum(-1)


# Moments of the complete stencils, summed explicitly
shifts8, b8, w8 = base_stencil(8)
fourth = {}
for K in (1, 2, 3):
    c = multiple_weights(K)
    vec = np.vstack([n * b8 for n in range(1, K + 1)])
    wt = np.concatenate([cn * w8 for cn in c])
    second = np.einsum("b,bi,bj->ij", wt, vec, vec)
    assert np.abs(second - np.eye(3)).max() < 1e-12
    fourth[K] = np.abs(np.einsum("b,bi,bj,bk,bl->ijkl", wt,
                                 vec, vec, vec, vec)).max()
# The uncancelled K = 1 moment, of order |b|^2, sets the scale
assert max(fourth[2], fourth[3]) < 1e-12 * fourth[1]
assert w8.min() > 0

meshes = [8, 12, 16, 24, 32]
data = {}
for N in meshes:
    C, gap, smin = smooth_bloch(N)
    data[N] = mesh_sums(N, C)
assert gap > 0.1 and smin > 0.1
assert data[8]["largest"] < np.pi / 2

# Real-space reference from the Wannier functions of the last mesh
N = meshes[-1]
w = np.fft.ifftn(C, axes=(0, 1, 2))
R1 = np.rint(np.fft.fftfreq(N) * N)
Rgrid = np.stack(np.meshgrid(R1, R1, R1, indexing="ij"), -1) @ lattice
r = Rgrid[:, :, :, None, :] + tau
density = np.abs(w)**2
assert np.abs(density.sum((0, 1, 2, 3)) - 1).max() < 1e-12
edge = np.sqrt(density[N // 2].max())
assert edge < 1e-7
centre_ref = np.einsum("xyzjn,xyzja->na", density, r)
r2_ref = np.einsum("xyzjn,xyzj->n", density, (r**2).sum(-1))
spread_ref = r2_ref - (centre_ref**2).sum(-1)
pair = w[..., 0].conj() * np.roll(w[..., 1], tuple(cell), axis=(0, 1, 2))
assert abs(pair.sum()) < 1e-12
pos_ref = np.einsum("xyzj,xyzja->a", pair, r)

# Gauge-invariant spread: part of r|w> that leaves the band space
omega_I = 0.0
for a in range(3):
    D = np.fft.fftn(r[..., a, None] * w, axes=(0, 1, 2))
    inside = C.conj().swapaxes(-1, -2) @ D
    omega_I += ((np.abs(D)**2).sum() - (np.abs(inside)**2).sum()) / N**3

err = {}
for n_mesh in meshes:
    s = data[n_mesh]
    for K in (1, 2, 3):
        err["centre", n_mesh, K] = np.linalg.norm(
            combine(s, "centre", K) - centre_ref)
        err["spread", n_mesh, K] = np.linalg.norm(spread(s, K) - spread_ref)
        err["position", n_mesh, K] = np.linalg.norm(
            combine(s, "pos", K) - pos_ref)
        err["midpoint", n_mesh, K] = np.linalg.norm(
            combine(s, "mid", K) - pos_ref)
        # Hermiticity of the midpoint form on every mesh
        assert np.abs(combine(s, "mid", K)
                      - combine(s, "rev", K).conj()).max() < 1e-10

quantities = ["centre", "spread", "position", "midpoint"]
order = {(q, K): np.log2(err[q, 16, K] / err[q, 32, K])
         for q in quantities for K in (1, 2, 3)}

# Leading error terms of the position element from real-space moments
X = r - cell @ lattice
_, bs, ws = base_stencil(N)
lead = {}
for K, power, factor in ((1, 3, -1 / 6), (2, 5, -1 / 30)):
    lead[K] = factor * sum(wb * b * (pair * (X @ b)**power).sum()
                           for b, wb in zip(bs, ws))
lead_dev = {K: np.linalg.norm(combine(data[N], "pos", K) - pos_ref - lead[K])
            / np.linalg.norm(lead[K]) for K in (1, 2)}

# Two-mesh extrapolation compared with the fourth-order stencil
extrapolated = (4 * combine(data[32], "centre", 1)
                - combine(data[16], "centre", 1)) / 3
extra_diff = np.abs(extrapolated - combine(data[32], "centre", 2)).max()

# Fault caused by replacing M(k,2b) with M(k,b) M(k+b,b)
c2 = multiple_weights(2)
fault = {}
for n_mesh in (16, 32):
    s = data[n_mesh]
    cen = c2[0] * s["centre"][0] + c2[1] * s["centre_prod"]
    r2 = c2[0] * s["r2"][0] + c2[1] * s["r2_prod"]
    fault[n_mesh] = (r2.sum() - (cen**2).sum() - spread_ref.sum()) / omega_I
fault_limit = (4 * fault[32] - fault[16]) / 3

print("c_n for K=2:", np.round(multiple_weights(2), 6))
print("c_n for K=3:", np.round(multiple_weights(3), 6))
for s, b, wb in zip(shifts8[:6], b8[:6], w8[:6]):
    print(f"N=8 b{tuple(int(i) for i in s)}: |b|={np.linalg.norm(b):.5f} "
          f"1/bohr, w={wb:.4f} bohr^2")
print(f"largest 4th moment N=8: K=1 {fourth[1]:.5f}, "
      f"K=2 {fourth[2]:.1e} bohr^-2")
print(f"band gap {gap:.4f} hartree; least projection eigenvalue {smin:.4f}")
print(f"largest residual phase N=8, n<=3: {data[8]['largest']:.3f} rad")
print(f"largest Wannier amplitude at cell edge N=32: {edge:.1e}")
for n in (0, 1):
    print(f"reference centre {n + 1}:", np.round(centre_ref[n], 6), "bohr")
print("reference spreads:", np.round(spread_ref, 6), "bohr^2")
print(f"total spread {spread_ref.sum():.6f}, Omega_I {omega_I:.6f} bohr^2")
print("position element, real:", np.round(pos_ref.real, 6), "bohr")
print("position element, imag:", np.round(pos_ref.imag, 6), "bohr")
for n_mesh in (8, 16):
    print(f"total spread N={n_mesh}: K=1 {spread(data[n_mesh], 1).sum():.6f}, "
          f"K=2 {spread(data[n_mesh], 2).sum():.6f} bohr^2")
for q in quantities[:3]:
    unit = "bohr^2" if q == "spread" else "bohr"
    for n_mesh in meshes:
        print(f"{q} error N={n_mesh}: K=1 {err[q, n_mesh, 1]:.3e}, "
              f"K=2 {err[q, n_mesh, 2]:.3e} {unit}")
for q in quantities:
    print(f"{q} order, N=16 to 32: K=1 {order[q, 1]:.3f}, "
          f"K=2 {order[q, 2]:.3f}, K=3 {order[q, 3]:.3f}")
print(f"midpoint error N=32: K=1 {err['midpoint', 32, 1]:.3e}, "
      f"K=2 {err['midpoint', 32, 2]:.3e} bohr")
print(f"leading-term relative deviation N=32: K=1 {lead_dev[1]:.4f}, "
      f"K=2 {lead_dev[2]:.4f}")
print(f"extrapolation minus K=2 centre: {extra_diff:.1e} bohr")
print(f"product fault/Omega_I: N=16 {fault[16]:.5f}, N=32 {fault[32]:.5f}, "
      f"limit {fault_limit:.5f}")

# Finite-mesh slopes approach 2K only as N grows, hence these tolerances
for q in quantities:
    for K, tolerance in ((1, 0.2), (2, 0.35), (3, 0.7)):
        assert abs(order[q, K] - 2 * K) < tolerance, (q, K, order[q, K])
assert lead_dev[1] < 0.08 and lead_dev[2] < 0.08
assert extra_diff < 1e-7
assert abs(fault_limit - 1 / 6) < 0.005
print("PASS")
```

Running it gives:

```
c_n for K=2: [ 1.333333 -0.083333]
c_n for K=3: [ 1.5      -0.15      0.011111]
N=8 b(1, 0, 0): |b|=0.13502 1/bohr, w=17.0220 bohr^2
N=8 b(0, 1, 0): |b|=0.11352 1/bohr, w=28.7752 bohr^2
N=8 b(0, 0, 1): |b|=0.12083 1/bohr, w=22.6959 bohr^2
N=8 b(1, 1, 0): |b|=0.16693 1/bohr, w=4.8634 bohr^2
N=8 b(1, 0, 1): |b|=0.16195 1/bohr, w=7.2951 bohr^2
N=8 b(0, 1, 1): |b|=0.15269 1/bohr, w=6.8898 bohr^2
largest 4th moment N=8: K=1 0.01713, K=2 2.6e-18 bohr^-2
band gap 0.6700 hartree; least projection eigenvalue 0.8215
largest residual phase N=8, n<=3: 0.091 rad
largest Wannier amplitude at cell edge N=32: 5.6e-17
reference centre 1: [0.832857 0.816242 0.594313] bohr
reference centre 2: [4.697636 3.882618 2.780337] bohr
reference spreads: [0.487695 0.792385] bohr^2
total spread 1.280080, Omega_I 1.271849 bohr^2
position element, real: [ 0.008079 -0.005564  0.010821] bohr
position element, imag: [ 0.00222  -0.00264  -0.004643] bohr
total spread N=8: K=1 1.262428, K=2 1.279183 bohr^2
total spread N=16: K=1 1.275624, K=2 1.280021 bohr^2
centre error N=8: K=1 2.572e-03, K=2 5.783e-05 bohr
centre error N=12: K=1 1.146e-03, K=2 1.163e-05 bohr
centre error N=16: K=1 6.451e-04, K=2 3.703e-06 bohr
centre error N=24: K=1 2.869e-04, K=2 7.348e-07 bohr
centre error N=32: K=1 1.614e-04, K=2 2.329e-07 bohr
spread error N=8: K=1 1.249e-02, K=2 6.345e-04 bohr^2
spread error N=12: K=1 5.590e-03, K=2 1.307e-04 bohr^2
spread error N=16: K=1 3.152e-03, K=2 4.196e-05 bohr^2
spread error N=24: K=1 1.404e-03, K=2 8.379e-06 bohr^2
spread error N=32: K=1 7.900e-04, K=2 2.661e-06 bohr^2
position error N=8: K=1 3.597e-03, K=2 1.077e-03 bohr
position error N=12: K=1 1.673e-03, K=2 2.395e-04 bohr
position error N=16: K=1 9.558e-04, K=2 7.899e-05 bohr
position error N=24: K=1 4.296e-04, K=2 1.607e-05 bohr
position error N=32: K=1 2.426e-04, K=2 5.139e-06 bohr
centre order, N=16 to 32: K=1 1.999, K=2 3.991, K=3 5.958
spread order, N=16 to 32: K=1 1.996, K=2 3.979, K=3 5.931
position order, N=16 to 32: K=1 1.978, K=2 3.942, K=3 5.903
midpoint order, N=16 to 32: K=1 1.991, K=2 3.964, K=3 5.924
midpoint error N=32: K=1 1.246e-04, K=2 1.286e-06 bohr
leading-term relative deviation N=32: K=1 0.0053, K=2 0.0135
extrapolation minus K=2 centre: 8.9e-16 bohr
product fault/Omega_I: N=16 0.16275, N=32 0.16569, limit 0.16666
PASS
```
